**Velocity and length forms of the long-wavelength Pauli-Fierz Hamiltonian**

The program tests the equivalence of the velocity form, with kinetic momenta $\mathbf p_j-z_j\mathbf A$, and the length form, with mode energy $\frac12[p_a^2+(\omega_aq_a-\boldsymbol\lambda_a\cdot\mathbf d)^2]$. Here $z_j$ is a particle charge, $\mathbf A$ the uniform vector potential, $\omega_a$ a mode frequency, $\boldsymbol\lambda_a$ its coupling vector, $q_a,p_a$ its canonical pair, and $\mathbf d$ the dipole of electrons and nuclei. It asserts the phase transformation on an explicit wave function of two charges and two modes, and the exchange of mode coordinate and momentum in the number basis. For a model with one electron, one mobile nucleus and one mode, it asserts that the lowest four levels of the velocity, length and mixed forms agree within $10^{-6}$ hartree; the largest printed difference is $3.2\times10^{-10}$ hartree. Field observables, the clamped-nucleus limit, the vacuum field in SI units and the energy of a distant electron without the dipole self-energy are also tested. The output shows a polariton splitting of 0.0053 hartree, which becomes 0.0167 hartree when the nuclear dipole is dropped and the bare nuclear kinetic energy is kept.

## Numerical check

```python
"""Velocity and length forms of the long-wavelength Pauli-Fierz Hamiltonian.

Result under test (atomic units): the velocity form
  sum_j (p_j - z_j A)^2/(2 m_j) + V + sum_a (P_a^2 + omega_a^2 Q_a^2)/2,
with A = sum_a lambda_a Q_a, is unitarily equivalent to the length form
  sum_j p_j^2/(2 m_j) + V + sum_a [p_a^2 + (omega_a q_a - lambda_a.d)^2]/2,
with d = sum_j z_j r_j over electrons AND nuclei.
z, m: charge and mass; Q, P and q, p: mode coordinate and momentum;
omega: mode frequency; lambda: coupling vector; V: potential energy.
The numerical model has one electron x, one mobile nucleus X and one mode.
"""
from math import comb
import numpy as np
import sympy as sp
from scipy import constants, sparse
from scipy.linalg import cholesky_banded, cho_solve_banded, expm
from scipy.sparse.linalg import LinearOperator, eigsh


# ---- Phase transformation: two charges, two dimensions, two modes ----
def check_phase_transformation():
    x1, y1, x2, y2, Q1, Q2 = sp.symbols("x1 y1 x2 y2 Q1 Q2", real=True)
    R = sp.Rational
    positions = [(x1, y1), (x2, y2)]
    charges, masses = [R(-1), R(3, 2)], [R(1), R(5)]
    modes, freqs = [Q1, Q2], [R(1, 2), R(4, 5)]
    lambdas = [(R(1, 3), R(1, 5)), (R(-1, 4), R(2, 7))]
    A = [sum(l[c] * Q for l, Q in zip(lambdas, modes)) for c in (0, 1)]
    d = [sum(z * r[c] for z, r in zip(charges, positions)) for c in (0, 1)]

    def momentum(g, variable, shift=0):
        return -sp.I * sp.diff(g, variable) + shift * g

    def velocity_side(g):
        total = 0
        for r, z, m in zip(positions, charges, masses):
            for c in (0, 1):
                once = momentum(g, r[c], -z * A[c])
                total += momentum(once, r[c], -z * A[c]) / (2 * m)
        for Q, w in zip(modes, freqs):
            total += (momentum(momentum(g, Q), Q) + w**2 * Q**2 * g) / 2
        return total

    def shifted_side(g):
        total = 0
        for r, m in zip(positions, masses):
            for c in (0, 1):
                total += momentum(momentum(g, r[c]), r[c]) / (2 * m)
        for Q, w, l in zip(modes, freqs, lambdas):
            s = l[0] * d[0] + l[1] * d[1]
            total += (momentum(momentum(g, Q, s), Q, s) + w**2 * Q**2 * g) / 2
        return total

    phase = sp.exp(sp.I * (A[0] * d[0] + A[1] * d[1]))
    wave = (2 + x1 * Q1 + sp.sin(y2 + Q2) + x2 * y1) * sp.exp(
        -(x1**2 + y1**2 + x2**2 + y2**2 + Q1**2 + Q2**2 + x1 * Q2) / 3)
    point = dict(zip((x1, y1, x2, y2, Q1, Q2),
                     (R(3, 10), R(-2, 5), R(7, 10), R(1, 2), R(3, 5), R(-4, 5))))
    left = complex(velocity_side(phase * wave).subs(point).evalf(30))
    right = complex((phase * shifted_side(wave)).subs(point).evalf(30))
    assert abs(left) > 1e-3
    assert abs(left - right) < 1e-11 * abs(left)
    return abs(left - right) / abs(left)


phase_residual = check_phase_transformation()


# ---- Oscillator-basis matrices; powers are formed before truncation ----
def oscillator(size, mass, frequency):
    big = size + 8
    lower = np.diag(np.sqrt(np.arange(1, big)), 1)
    x = (lower + lower.T) / np.sqrt(2 * mass * frequency)
    p = 1j * np.sqrt(mass * frequency / 2) * (lower.T - lower)
    xs = [np.linalg.matrix_power(x, k)[:size, :size] for k in range(5)]
    ps = [np.linalg.matrix_power(p, k)[:size, :size] for k in range(3)]
    return xs, ps


omega, lam = 0.2, 0.1
nuclear_mass, z_e, z_n = 20.0, -1.0, 1.0
k_bond, k_electron, k_nucleus = 0.7, 0.3, 0.6
quartic, tilt = 0.02, 0.2
n_e, n_n, n_ph = 16, 12, 16
xe, pe = oscillator(n_e, 1.0, 1.0)
xn, pn = oscillator(n_n, nuclear_mass, 0.25)
q, p = oscillator(n_ph, 1.0, omega)

# Quarter rotation of a mode exchanges coordinate and momentum.
rotation = expm(-0.5j * np.pi * np.diag(np.arange(n_ph)))
assert np.allclose(rotation.conj().T @ p[1] @ rotation, -omega * q[1], atol=1e-12)
assert np.allclose(rotation.conj().T @ q[1] @ rotation, p[1] / omega, atol=1e-12)


# ---- Full model: electron, mobile nucleus and cavity mode ----
def position_product(j, k):
    return np.kron(xe[j], xn[k])


def relative_power(k):
    return sum(comb(k, j) * (-1)**j * position_product(k - j, j)
               for j in range(k + 1))


def join(mode_op, matter_op):
    return sparse.kron(sparse.csr_matrix(mode_op), sparse.csr_matrix(matter_op),
                       format="csr")


eye_m, eye_ph = np.eye(n_e * n_n), np.eye(n_ph)
p_e, p_n = np.kron(pe[1], np.eye(n_n)), np.kron(np.eye(n_e), pn[1])
kin_e = np.kron(pe[2], np.eye(n_n)) / 2
kin_n = np.kron(np.eye(n_e), pn[2]) / (2 * nuclear_mass)
potential = (k_bond * relative_power(2) / 2 + k_electron * position_product(2, 0) / 2
             + k_nucleus * position_product(0, 2) / 2
             + quartic * relative_power(4) + tilt * position_product(1, 0))
matter = kin_e + kin_n + potential
uncoupled = join(eye_ph, matter) + join((p[2] + omega**2 * q[2]) / 2, eye_m)


def dipole_operators(nuclear_charge):
    first = z_e * position_product(1, 0) + nuclear_charge * position_product(0, 1)
    second = (z_e**2 * position_product(2, 0)
              + 2 * z_e * nuclear_charge * position_product(1, 1)
              + nuclear_charge**2 * position_product(0, 2))
    return first, second


def length_form(nuclear_charge, keep_self_energy=True):
    d1, d2 = dipole_operators(nuclear_charge)
    result = uncoupled - omega * lam * join(q[1], d1)
    if keep_self_energy:
        result = result + lam**2 / 2 * join(eye_ph, d2)
    return result


velocity_form = (uncoupled - lam * join(q[1], z_e * p_e + z_n * p_n / nuclear_mass)
                 + lam**2 / 2 * (z_e**2 + z_n**2 / nuclear_mass) * join(q[2], eye_m))
# Only the electron is transformed; the nucleus keeps its momentum coupling.
mixed_form = (length_form(0.0)
              - z_n * lam / (omega * nuclear_mass) * join(p[1], p_n)
              + (z_n * lam / omega)**2 / (2 * nuclear_mass) * join(p[2], eye_m))


def lowest_states(hamiltonian, count=4):
    """Lowest states by inverse iteration with a banded Cholesky factor."""
    h = hamiltonian.tocsr()
    h.sum_duplicates()
    h.eliminate_zeros()
    if np.iscomplexobj(h.data) and np.max(np.abs(h.data.imag)) < 1e-14:
        h = h.real.copy()
    upper = sparse.triu(h).tocoo()
    width = int(np.max(upper.col - upper.row))
    band = np.zeros((width + 1, h.shape[0]), dtype=h.dtype)
    band[width + upper.row - upper.col, upper.col] = upper.data
    factor = cholesky_banded(band, lower=False)
    inverse = LinearOperator(
        h.shape, dtype=h.dtype,
        matvec=lambda v: cho_solve_banded((factor, False), np.ravel(v)))
    start = np.random.default_rng(3).normal(size=h.shape[0]).astype(h.dtype)
    values, vectors = eigsh(h, k=count, sigma=0.0, OPinv=inverse, v0=start)
    order = np.argsort(values)
    return values[order], vectors[:, order]


E_velocity, psi_velocity = lowest_states(velocity_form)
E_length, psi_length = lowest_states(length_form(z_n))
E_mixed, _ = lowest_states(mixed_form)
E_missing, _ = lowest_states(length_form(0.0))
E_no_self, _ = lowest_states(length_form(z_n, keep_self_energy=False))
E_matter = np.linalg.eigvalsh(matter)
form_error = np.max(np.abs(E_velocity - E_length))
mixed_error = np.max(np.abs(E_velocity - E_mixed))
# Finite oscillator bases are truncated differently by the three forms.
assert form_error < 1e-6
assert mixed_error < 1e-6
transitions = E_length[1:3] - E_length[0]
transitions_missing = E_missing[1:3] - E_missing[0]
transitions_no_self = E_no_self[1:3] - E_no_self[0]
assert np.max(np.abs(transitions - transitions_missing)) > 1e-3
assert E_length[0] - E_no_self[0] > 1e-3


# ---- The same observables evaluated in both forms ----
def mean(operator, state):
    return np.vdot(state, operator @ state).real


ground_v, ground_l = psi_velocity[:, 0], psi_length[:, 0]
d1, d2 = dipole_operators(z_n)
field_square_v = mean(join(p[2], eye_m), ground_v)
field_square_l = mean(omega**2 * join(q[2], eye_m) - 2 * omega * lam * join(q[1], d1)
                      + lam**2 * join(eye_ph, d2), ground_l)
naive_square = omega**2 * mean(join(q[2], eye_m), ground_l)
Q_square_v = mean(join(q[2], eye_m), ground_v)
Q_square_l = mean(join(p[2], eye_m), ground_l) / omega**2
mean_dipole = mean(join(eye_ph, d1), ground_l)
mean_q = mean(join(q[1], eye_m), ground_l)
assert abs(field_square_v - field_square_l) < 1e-5
assert abs(Q_square_v - Q_square_l) < 1e-4
assert abs(field_square_v - naive_square) > 1e-3
assert abs(omega * mean_q - lam * mean_dipole) < 1e-6
assert abs(lam * mean_dipole) > 1e-3

# ---- Clamped nucleus: its dipole only displaces the mode coordinate ----
X_fixed = 0.5
rel2 = xe[2] - 2 * X_fixed * xe[1] + X_fixed**2 * xe[0]
rel4 = sum(comb(4, j) * (-X_fixed)**j * xe[4 - j] for j in range(5))
h_e = (pe[2] / 2 + k_bond * rel2 / 2 + k_electron * xe[2] / 2
       + quartic * rel4 + tilt * xe[1])
clamped_free = (np.kron(eye_ph, h_e)
                + np.kron((p[2] + omega**2 * q[2]) / 2, np.eye(n_e)))
clamped_velocity = (clamped_free - lam * z_e * np.kron(q[1], pe[1])
                    + lam**2 * z_e**2 / 2 * np.kron(q[2], np.eye(n_e)))


def clamped_length(d_nuclear):
    dip = d_nuclear * xe[0] + z_e * xe[1]
    dip2 = d_nuclear**2 * xe[0] + 2 * z_e * d_nuclear * xe[1] + z_e**2 * xe[2]
    h = (clamped_free - omega * lam * np.kron(q[1], dip)
         + lam**2 / 2 * np.kron(eye_ph, dip2))
    energies, states = np.linalg.eigh(h)
    return energies[0], mean(np.kron(q[1], np.eye(n_e)), states[:, 0])


E_clamped_v = np.linalg.eigvalsh(clamped_velocity)[0]
E_clamped_full, q_clamped_full = clamped_length(z_n * X_fixed)
E_clamped_elec, q_clamped_elec = clamped_length(0.0)
assert abs(E_clamped_v - E_clamped_full) < 1e-6
assert abs(E_clamped_full - E_clamped_elec) < 1e-6
q_shift = q_clamped_full - q_clamped_elec
assert abs(q_shift - lam * z_n * X_fixed / omega) < 1e-5


# ---- Trial energy of a distant electron in a bounded attractive potential ----
def packet_energies(distance):
    x = distance + np.linspace(-8, 8, 1601)
    mode = -lam * distance / omega + np.linspace(-18, 18, 1801)
    hx, hq = x[1] - x[0], mode[1] - mode[0]
    f = np.exp(-(x - distance)**2 / 2)
    g = np.exp(-omega * (mode + lam * distance / omega)**2 / 2)
    f /= np.sqrt(np.sum(f**2) * hx)
    g /= np.sqrt(np.sum(g**2) * hq)
    kinetic = (np.sum(np.gradient(f, hx)**2) * hx
               + np.sum(np.gradient(g, hq)**2) * hq) / 2
    attraction = -np.sum(f**2 / np.sqrt(x**2 + 1)) * hx
    square = (omega * mode[:, None] + lam * x[None, :])**2
    electric = (g**2 @ square @ f**2) * hx * hq / 2
    self_energy = lam**2 / 2 * np.sum(x**2 * f**2) * hx
    complete = kinetic + attraction + electric
    return complete, complete - self_energy


near_full, near_cut = packet_energies(100.0)
far_full, far_cut = packet_energies(200.0)
assert near_full > -1 and far_full > -1
assert near_cut < -10 and far_cut < 3 * near_cut

# ---- Coupling strength and vacuum field, checked in SI units ----
pc = constants.physical_constants
bohr = pc["Bohr radius"][0]
hartree_J, hartree_eV = pc["Hartree energy"][0], pc["Hartree energy in eV"][0]
volume = 4 * np.pi / lam**2
vacuum_field = lam * np.sqrt(omega / 2)
vacuum_SI = np.sqrt(omega * hartree_J / (2 * constants.epsilon_0 * volume * bohr**3))
assert abs(vacuum_field * pc["atomic unit of electric field"][0] / vacuum_SI - 1) < 1e-7

splitting = transitions[1] - transitions[0]
print(f"Phase transformation, relative residual: {phase_residual:.1e}")
print(f"Mode frequency omega: {omega:.3f} hartree")
print(f"Coupling lambda: {lam:.3f} a.u.")
print(f"Effective mode volume: {volume:.1f} bohr^3")
print(f"Vacuum field amplitude: {vacuum_field:.5f} a.u.")
print(f"Electron charge, nuclear charge: {z_e:.0f}, {z_n:.0f} e")
print(f"Nuclear mass: {nuclear_mass:.1f} electron masses")
print(f"Force constants, bond/electron/nucleus: "
      f"{k_bond:.2f} {k_electron:.2f} {k_nucleus:.2f} a.u.")
print(f"Quartic bond constant, tilt: {quartic:.3f}, {tilt:.3f} a.u.")
print(f"Basis functions, electron/nucleus/mode: {n_e} {n_n} {n_ph}")
print(f"Matter-only first transition: {E_matter[1] - E_matter[0]:.6f} hartree")
for level in range(4):
    print(f"Level {level}, velocity / length: "
          f"{E_velocity[level]:.8f} / {E_length[level]:.8f} hartree")
print(f"Largest velocity-length difference: {form_error:.1e} hartree")
print(f"Largest velocity-mixed difference: {mixed_error:.1e} hartree")
print(f"Polariton transitions: {transitions[0]:.6f} {transitions[1]:.6f} hartree")
print(f"Polariton splitting: {splitting:.6f} hartree = {splitting * hartree_eV:.4f} eV")
print(f"Transitions, nuclear dipole dropped: "
      f"{transitions_missing[0]:.6f} {transitions_missing[1]:.6f} hartree")
print(f"Splitting, nuclear dipole dropped: "
      f"{transitions_missing[1] - transitions_missing[0]:.6f} hartree")
print(f"Ground energy, self-energy dropped: {E_no_self[0]:.6f} hartree")
print(f"Transitions, self-energy dropped: "
      f"{transitions_no_self[0]:.6f} {transitions_no_self[1]:.6f} hartree")
print(f"<P^2>, velocity form: {field_square_v:.6f} hartree")
print(f"<(omega q - lambda d)^2>, length form: {field_square_l:.6f} hartree")
print(f"<omega^2 q^2>, length form: {naive_square:.6f} hartree")
print(f"<Q^2> velocity, <p^2>/omega^2 length: {Q_square_v:.5f}, {Q_square_l:.5f} a.u.")
print(f"Mean total dipole: {mean_dipole:.6f} e bohr")
print(f"Mean q in length form: {mean_q:.6f} a.u.")
print(f"omega<q>, lambda<d>: {omega * mean_q:.7f}, {lam * mean_dipole:.7f} a.u.")
print(f"Clamped nuclear position: {X_fixed:.2f} bohr")
print(f"Clamped ground energy, velocity: {E_clamped_v:.8f} hartree")
print(f"Clamped ground energy, full dipole: {E_clamped_full:.8f} hartree")
print(f"Clamped ground energy, electronic dipole: {E_clamped_elec:.8f} hartree")
print(f"Clamped shift of <q> from nuclear dipole: {q_shift:.6f} a.u.")
print(f"Packet at 100 bohr, full / no self-energy: "
      f"{near_full:.4f} / {near_cut:.4f} hartree")
print(f"Packet at 200 bohr, full / no self-energy: "
      f"{far_full:.4f} / {far_cut:.4f} hartree")
print("all tests passed")
```

Printed output:

```
Phase transformation, relative residual: 0.0e+00
Mode frequency omega: 0.200 hartree
Coupling lambda: 0.100 a.u.
Effective mode volume: 1256.6 bohr^3
Vacuum field amplitude: 0.03162 a.u.
Electron charge, nuclear charge: -1, 1 e
Nuclear mass: 20.0 electron masses
Force constants, bond/electron/nucleus: 0.70 0.30 0.60 a.u.
Quartic bond constant, tilt: 0.020, 0.200 a.u.
Basis functions, electron/nucleus/mode: 16 12 16
Matter-only first transition: 0.199684 hartree
Level 0, velocity / length: 0.69227752 / 0.69227752 hartree
Level 1, velocity / length: 0.88900737 / 0.88900737 hartree
Level 2, velocity / length: 0.89432876 / 0.89432876 hartree
Level 3, velocity / length: 1.08574467 / 1.08574467 hartree
Largest velocity-length difference: 3.2e-10 hartree
Largest velocity-mixed difference: 2.6e-12 hartree
Polariton transitions: 0.196730 0.202051 hartree
Polariton splitting: 0.005321 hartree = 0.1448 eV
Transitions, nuclear dipole dropped: 0.191246 0.207915 hartree
Splitting, nuclear dipole dropped: 0.016668 hartree
Ground energy, self-energy dropped: 0.689718 hartree
Transitions, self-energy dropped: 0.196672 0.202034 hartree
<P^2>, velocity form: 0.103805 hartree
<(omega q - lambda d)^2>, length form: 0.103805 hartree
<omega^2 q^2>, length form: 0.100641 hartree
<Q^2> velocity, <p^2>/omega^2 length: 2.49174, 2.49174 a.u.
Mean total dipole: 0.131074 e bohr
Mean q in length form: 0.065537 a.u.
omega<q>, lambda<d>: 0.0131074, 0.0131074 a.u.
Clamped nuclear position: 0.50 bohr
Clamped ground energy, velocity: 0.69862528 hartree
Clamped ground energy, full dipole: 0.69862528 hartree
Clamped ground energy, electronic dipole: 0.69862528 hartree
Clamped shift of <q> from nuclear dipole: 0.250000 a.u.
Packet at 100 bohr, full / no self-energy: 0.3425 / -49.6600 hartree
Packet at 200 bohr, full / no self-energy: 0.3475 / -199.6550 hartree
all tests passed
```
